\section*{Energy Left Above a Transistor Barrier After One Phonon Emission}

\section{Problem and hints}

Electrons enter a transistor channel from a source at $T=300$ K by passing over the top of a potential barrier. They occupy one parabolic two-dimensional subband and are nondegenerate. Each injected electron then emits one phonon of energy $\hbar\omega=63$ meV. Show that about 18 percent of the injected flux still has total energy above the barrier top.

Let $s$ be the coordinate along the channel and $y$ the one across its width. The subband edge is $U(s)$, with $U(0)=0$ at the top. Total energy means in-plane kinetic energy plus subband edge,
\begin{equation}
E=\frac{\hbar^2k_s^2}{2m_s}+\frac{\hbar^2k_y^2}{2m_y}+U(s).
\end{equation}

\textbf{Hint 1.} The question concerns flux, so each state counts in proportion to its velocity $v_s$. Use $v_s\,dk_s=dE_s/\hbar$, where $E_s$ is the longitudinal kinetic energy at the top.

\textbf{Hint 2.} The transverse energy $E_y$ also counts towards $E$. Find the distribution of the sum $E_s+E_y$.

\textbf{Hint 3.} Between collisions $E$ is conserved. What does this say about the place where the phonon is emitted?

\textbf{Hint 4.} The remaining integral yields to one integration by parts and the substitution $u=t^2$.

\section{Full solution}

\subsection{What one emission does to the total energy}

In a static potential that depends on $s$ alone, $\hbar\,dk_s/dt=-dU/ds$ and $k_y$ is constant. Hence
\begin{equation}
\frac{dE}{dt}=v_s\,\hbar\frac{dk_s}{dt}+\frac{dU}{ds}\,v_s=0 .
\end{equation}
Emission removes $\hbar\omega$ from the kinetic energy and leaves the position, and so $U$, unchanged. Wherever it happens, $E$ becomes $E-\hbar\omega$. The electrons that remain above the top are therefore those injected with $E>\hbar\omega$.

The premise that every electron emits restricts the place. At the top, an electron with $E<\hbar\omega$ lacks the kinetic energy to emit. Where the edge has fallen by $D$, its kinetic energy is $E+D$, so all injected electrons can emit once $D\ge\hbar\omega$. The 18 percent refers to the whole injected flux, with one emission each in that downstream region.

\subsection{Energy distribution of the injected flux}

At the top, the states with $v_s>0$ are filled by the source with probability $e^{(\mu-E)/k_BT}$, where $\mu$ is the source Fermi level. With $g$ the spin and valley degeneracy, the particle flux per unit width is
\begin{equation}
J=g\int_{k_s>0}\frac{dk_s\,dk_y}{(2\pi)^2}\,v_s\,e^{(\mu-E_s-E_y)/k_BT}.
\end{equation}
For the longitudinal part, $v_s\,dk_s=dE_s/\hbar$. For the transverse part, $k_y=\pm\sqrt{2m_yE_y}/\hbar$. Each sign contributes $\sqrt{2m_y}\,E_y^{-1/2}dE_y/(2\hbar)$, and the two signs together remove the factor $1/2$. Thus
\begin{equation}
J=C\int_0^\infty dE_s\int_0^\infty dE_y\,E_y^{-1/2}e^{-(E_s+E_y)/k_BT},
\qquad
C=\frac{g\sqrt{2m_y}}{4\pi^2\hbar^2}\,e^{\mu/k_BT}.
\end{equation}
Now replace $E_s$ by $E=E_s+E_y$. At fixed $E_y$, $dE_s=dE$, and $E_s\ge0$ requires $E_y\le E$. The exponential depends on $E$ alone, so
\begin{equation}
\frac{dJ}{dE}=C\,e^{-E/k_BT}\int_0^E E_y^{-1/2}dE_y
=2C\sqrt{E}\,e^{-E/k_BT}.
\end{equation}
The factor $\sqrt E$ counts the transverse modes that are open at energy $E$.

With $u=E/k_BT$ and $\int_0^\infty\sqrt u\,e^{-u}du=\Gamma(3/2)=\sqrt\pi/2$, the normalized distribution is
\begin{equation}
p(u)=\frac{2}{\sqrt\pi}\sqrt u\,e^{-u}.
\end{equation}
Its mean is $\Gamma(5/2)/\Gamma(3/2)=3/2$. The average injected electron carries $\tfrac32k_BT=38.8$ meV, which is less than one phonon. The masses have cancelled.

\subsection{The surviving share}

Let $x=\hbar\omega/k_BT$. The share with $E>\hbar\omega$ is
\begin{align}
F(x)&=\frac{2}{\sqrt\pi}\int_x^\infty\sqrt u\,e^{-u}du\\
&=\frac{2}{\sqrt\pi}\left\{\Big[-\sqrt u\,e^{-u}\Big]_x^\infty
+\frac12\int_x^\infty u^{-1/2}e^{-u}du\right\}.
\end{align}
The bracket equals $\sqrt x\,e^{-x}$. In the last integral put $u=t^2$, $du=2t\,dt$, which gives
\begin{equation}
\frac12\int_x^\infty u^{-1/2}e^{-u}du=\int_{\sqrt x}^\infty e^{-t^2}dt
=\frac{\sqrt\pi}{2}\,\mathrm{erfc}\sqrt x .
\end{equation}
Therefore
\begin{equation}
F(x)=\mathrm{erfc}\sqrt x+\frac{2}{\sqrt\pi}\sqrt x\,e^{-x}.
\label{eq:F}
\end{equation}

At 300 K, $k_BT=25.852$ meV, so $x=63.0/25.852=2.437$, $\sqrt x=1.561$ and $e^{-x}=0.0874$. Then
\begin{equation}
F=0.0273+1.128\times1.561\times0.0874=0.0273+0.1540=0.181,
\end{equation}
which is the 18 percent to be shown. A direct sum of $v_se^{-E/k_BT}$ over a grid of wave vectors, with velocities from finite differences, also gives 0.1813.

\subsection{Reading the result}

Two neighbouring questions have a smaller answer. If only the longitudinal energy had to exceed $\hbar\omega$, the flux share would be $\int_x^\infty e^{-u}du=e^{-x}=0.087$. The share of the \emph{density} with $E>\hbar\omega$ is also $e^{-x}$, because the two-dimensional density of states is constant. Thus $0.181-0.087=0.094$ of the flux, about half of the survivors, passes the threshold only with the help of its transverse energy.

For $x\ll1$, $e^{-u}\approx1$ below the threshold and
\begin{equation}
F\approx1-\frac{2}{\sqrt\pi}\int_0^x\sqrt u\,du=1-\frac{4}{3\sqrt\pi}x^{3/2}.
\end{equation}
A soft phonon leaves nearly all the flux above the top. For $x\gg1$, a further integration by parts gives
\begin{equation}
F\approx\frac{2}{\sqrt\pi}\sqrt x\,e^{-x}\left(1+\frac1{2x}\right).
\end{equation}
At $x=2.437$ this yields $0.1540\times1.205=0.186$, some 2 percent above the full value.

The result is sensitive to temperature. At fixed $\hbar\omega$, $dx/d\ln T=-x$, so
\begin{equation}
\frac{dF}{d\ln T}=-x\frac{dF}{dx}=\frac{2}{\sqrt\pi}x^{3/2}e^{-x}
=2.437\times0.1540=0.375 .
\end{equation}
Relative to $F$ this is 2.1: a 1 percent rise in $T$ raises $F$ by about 2 percent of itself. At 358 K (85 $^\circ$C) the share is 0.25.

\subsection{Beside a silicon transistor}

Take an n-channel device on a (001) silicon film with its channel along $\langle100\rangle$. The parameters are rough typical values: masses 0.19 and 0.92 of the electron mass, and a subband edge that falls by $k_BT$ within 5 nm of the top. The phonon energy is close to that of silicon's high-energy optical modes. Exactly one emission per electron remains a premise here; in a real channel some electrons emit no phonon and others several. Absorption is also left out. With phonon occupation $N_q=1/(e^x-1)=0.096$ and a constant density of final states, the first optical event is an absorption with probability $N_q/(2N_q+1)=0.080$, and the share above the top after that event is $0.080+0.920\times0.181=0.25$. Four other neglected effects, taken one at a time, move $F=0.181$ as follows.
\begin{itemize}
\item \emph{Nonparabolicity} of 0.5 eV$^{-1}$ gives 0.184.
\item \emph{Tunnelling and reflection} at a parabolic barrier give 0.172. The total flux grows by a factor 1.054, while the surviving flux, $0.172\times1.054=0.181$ in units of the classical total, hardly changes. The share falls because the net added flux lies below the threshold. The effect grows for a sharper barrier: if the edge falls by $k_BT$ within 2 nm, the factor is 1.41 and the share 0.127.
\item \emph{Residence time.} If the emission rate is constant, the chance to emit in a thin slice is proportional to $1/v_s$, which favours electrons with little longitudinal energy. For a slice at $D=100$ meV, the share among the emitting electrons is 0.161.
\item \emph{Upper subbands.} Electrons in them start higher. With hard walls and energy counted from the top of the lowest subband, the share is 0.188 for a 3 nm film but 0.40 for a 6 nm film, where the next subbands lie only 34 and 44 meV up. These values depend on the confinement. A finite oxide barrier of 3.1 eV, with an oxide mass of 0.4 to 0.5, lowers the four light-mass valleys of the 3 nm film from 174 to about 100 meV and raises its share to 0.24--0.25. A vertical field of 0.8 MV/cm across the 6 nm hard-wall film lowers its share to 0.23.
\end{itemize}
The single-subband assumption is thus a serious one: it serves for the 3 nm film only in the hard-wall model, and it fails for the 6 nm film without a vertical field. If each electron is instead counted from the top of its own subband and stays in it, equation~(\ref{eq:F}) holds for every subband. Nondegeneracy is another serious assumption, treated in the second variation.

\section{Variation 1: how much of the flux returns to the source?}

\textbf{Question.} The phonon is emitted where the edge has fallen by $D=100$ meV, and the electron leaves in a random in-plane direction. The mass is isotropic and no further collision occurs. What share of the injected flux returns over the barrier?

\textbf{Solution.} After emission the kinetic energy is $K=E+D-\hbar\omega$. Let $\theta$ be the angle between the new velocity and the direction back to the source. Since $k_y$ is conserved on the way back, the longitudinal part alone must pay for the climb:
\begin{equation}
\cos\theta>0,\qquad K\cos^2\theta>D .
\end{equation}
This is possible only if $K>D$, that is, $E>\hbar\omega$. Total energy above the top is thus necessary for return, but not sufficient. The allowed angles satisfy $|\theta|<\arccos\sqrt{D/K}$, a fraction $\arccos(\sqrt{D/K})/\pi$ of the full circle. With $d=D/k_BT$,
\begin{equation}
R=\int_x^\infty p(u)\,\frac1\pi\arccos\sqrt{\frac{d}{u+d-x}}\;du=0.025 .
\end{equation}
For elastic scattering at the same place, $x$ is replaced by 0 in both the limit and the integrand, and the share is 0.160.

The average chance of return per surviving electron is $0.0248/0.1813=0.14$, not far below the elastic 0.16. Most of the reduction from 0.160 to 0.025 therefore comes from the factor $F$: few electrons keep enough total energy.

A test with $10^5$ integrated trajectories over $U=-k_BT(s/5\,\text{nm})^2$, scattered on passing the 100 meV drop at $s=9.8$ nm, gave $0.0247\pm0.0005$ with emission and $0.160\pm0.001$ for elastic scattering, where the ranges are statistical standard errors.

For $D<\hbar\omega$ the electrons with $E<\hbar\omega-D$ cannot emit at that place. The integral for $R$ involves only $E>\hbar\omega$, so it still gives the share that emits there and returns. As $D\to0$ the arccosine tends to $\pi/2$ and $R\to F/2=0.09$: half of the electrons above the threshold are sent back. For large $D$ the allowed cone closes and $R\to0$, although $F$ itself does not depend on $D$.

\section{Variation 2: a degenerate source}

\textbf{Question.} In the on state the sheet density at the barrier top is $n=5\times10^{12}$ cm$^{-2}$. Only forward-moving states are filled there, in the two lowest silicon valleys with $m=0.19$ electron masses. What does the share become?

\textbf{Solution.} Let $\eta=\mu/k_BT$ be the Fermi level measured from the top. The mode count $\sqrt u$ is unchanged, and the Boltzmann factor is replaced by the Fermi function:
\begin{equation}
F_\eta=\frac{\displaystyle\int_x^\infty\frac{\sqrt u\,du}{1+e^{u-\eta}}}
{\displaystyle\int_0^\infty\frac{\sqrt u\,du}{1+e^{u-\eta}}}.
\end{equation}
With spin and two valleys, the constant density of states is $2m/(\pi\hbar^2)$. Half of the states move forward, so
\begin{equation}
n=\frac{N}{2}\int_0^\infty\frac{du}{1+e^{u-\eta}}=\frac N2\ln(1+e^\eta),
\qquad N=\frac{2mk_BT}{\pi\hbar^2}=4.10\times10^{12}\ \text{cm}^{-2}.
\end{equation}
Solving for $\eta$,
\begin{equation}
\eta=\ln\!\left(e^{2n/N}-1\right)=\ln\!\left(e^{2.437}-1\right)=2.35 .
\end{equation}
The exponent $2n/N=2.437$ agrees with $x$ only by accident of the chosen density. The Fermi level lies $2.345\times25.85=60.6$ meV above the top, just below the phonon energy, and the integrals give $F_\eta=0.41$. The share has more than doubled, because filling the low states pushes the injected flux to higher energies. Blocking of occupied final states is left out. The restriction to two valleys needs strong confinement at this density: in a flat 6 nm hard-wall film only 38 percent of the electrons would occupy the lowest subband, and the share above its top would be 0.48.

At $n=10^{11}$ cm$^{-2}$ the same steps give $\eta=-3.00$ and $F_\eta=0.184$. The 18 percent thus belongs to operation at low density, with $n$ at the top far below $N$. In the opposite limit, $T\to0$ at fixed $\mu>\hbar\omega$, the flux density is $\sqrt E$ up to $\mu$ and
\begin{equation}
F\to\frac{\int_{\hbar\omega}^{\mu}\sqrt E\,dE}{\int_0^{\mu}\sqrt E\,dE}
=1-\left(\frac{\hbar\omega}{\mu}\right)^{3/2},
\end{equation}
while for $\mu<\hbar\omega$ no electron stays above the top.

\section*{Computed values}
\begin{verbatim}
temperature: 300 K
thermal energy kT: 25.852 meV
phonon energy: 63.0 meV
x = phonon energy/kT: 2.4369
sqrt(x): 1.5611
exp(-x): 0.0874
first term erfc(sqrt x): 0.0273
second term: 0.1540
share F above the top after one emission: 0.1813
F from k grid, isotropic mass: 0.1813
F from k grid, tilted elliptic mass: 0.1813
F from discrete transverse modes: 0.1813
F from trajectories: 0.1813
density-weighted share, k grid: 0.0874
longitudinal-energy share, k grid: 0.0877
mean flux energy, k grid: 1.5000 kT
mean flux energy 3kT/2: 38.78 meV
edge drop at emission: 100 meV
distance of emission from top: 9.83 nm
return share after emission: 0.0248
same from trajectories: 0.0247
return share after elastic scattering: 0.1601
same from trajectories: 0.1602
F with residence-time weighting: 0.1606
same from trajectories: 0.1606
masses m_t, m_l: 0.19, 0.92 electron masses
2D effective density of states: 4.104e+12 cm^-2
low density: 1.0e+11 cm^-2
  Fermi level from top: -2.997 kT; F: 0.1841
on-state density: 5.0e+12 cm^-2
  Fermi level from top: 2.345 kT; F: 0.4105
nonparabolicity: 0.5 1/eV; F: 0.1836
length of kT drop: 5.0 nm
barrier quantum: 28.80 meV
flux factor from tunnelling: 1.0536
F with tunnelling and reflection: 0.1718
film 3 nm: second unprimed offset 136.2 meV
film 3 nm: first primed offset 174.5 meV
film 3 nm: share above lowest top 0.1885
film 6 nm: second unprimed offset 34.1 meV
film 6 nm: first primed offset 43.6 meV
film 6 nm: share above lowest top 0.4006
F at 250 K: 0.1192
F at 358 K: 0.2525
F at 398 K: 0.2989
phonon occupation: 0.0958
absorption/emission factor N/(N+1): 0.0874
\end{verbatim}
